# Half the solid angle: the loop phase of an electron following three spins

## What the magnitudes alone get wrong

Let an electron hop around a triangle whose three sites carry fixed local spins, and let strong exchange force the electron's spin to follow the local direction. The spins form an umbrella: each is tilted by 1.00 rad from a common axis, with azimuths 120° apart.

A tempting shortcut keeps the size of the spin overlap on each bond and discards its phase. Two spins at relative angle \(\theta\) have overlap \(\cos(\theta/2)\). Here \(\cos\theta=1-\tfrac32\sin^2(1.00)=-0.062\), so each overlap is \(c=\sqrt{(1-0.062)/2}=0.685\). Three equal real bonds \(-tc\) give levels \(-2tc,\ tc,\ tc\), that is

\[
-1.370\,t,\qquad 0.685\,t,\qquad 0.685\,t .
\]

Diagonalizing the model with the electron spin retained, at very strong exchange, gives instead \(-1.3105\,t,\ 0.3105\,t,\ 1.0000\,t\), measured from the energy of an aligned electron at rest on a site. The shortcut has produced a false degeneracy. It has lost a phase that no redefinition of the states can remove.

## The model and its projection

The Hamiltonian on sites \(i=1,2,3\) is

\[
H=-t\sum_{i\ne j}\sum_s |i,s\rangle\langle j,s|-\frac{\Delta}{2}\sum_i |i\rangle\langle i|\otimes \mathbf n_i\cdot\boldsymbol\sigma .
\]

The hopping is real and conserves spin. Each \(\mathbf n_i\) is a fixed unit vector along the favoured electron spin; the electron's magnetic moment points the other way. The aligned spinor obeys \((\mathbf n_i\cdot\boldsymbol\sigma)\chi_i=\chi_i\) and has energy \(-\Delta/2\). The antialigned spinor \(\bar\chi_i\) lies higher by \(\Delta\).

For \(\Delta\gg t\), keep the states \(|i\rangle\chi_i\). The matrix element that moves the electron from \(j\) to \(i\) is

\[
h_{ij}=-t\langle\chi_i|\chi_j\rangle .
\]

This is the leading order in \(t/\Delta\); the first correction is derived below.

A spinor's overall phase is a free choice. Under \(\chi_i\to e^{i\alpha_i}\chi_i\), a bond changes by \(e^{i(\alpha_j-\alpha_i)}\). On one bond, or on an open chain, the \(\alpha_i\) can be chosen to make every overlap real and positive. On a triangle, consider

\[
W=\langle\chi_1|\chi_2\rangle\langle\chi_2|\chi_3\rangle\langle\chi_3|\chi_1\rangle .
\]

Each spinor appears once as a bra and once as a ket, so the \(\alpha_i\) cancel. The phase of \(W\) is gauge invariant, provided that \(W\ne0\). An antiparallel pair has zero overlap and cuts the loop, so such pairs are excluded.

## First case: one octant of the sphere

Take \(\mathbf n_1=\hat z\), \(\mathbf n_2=\hat x\), \(\mathbf n_3=\hat y\), with spinors

\[
\chi_1=\begin{pmatrix}1\\0\end{pmatrix},\quad
\chi_2=\frac1{\sqrt2}\begin{pmatrix}1\\1\end{pmatrix},\quad
\chi_3=\frac1{\sqrt2}\begin{pmatrix}1\\i\end{pmatrix}.
\]

The three factors give

\[
W=\frac1{\sqrt2}\cdot\frac{1+i}{2}\cdot\frac1{\sqrt2}=\frac{1+i}{4},\qquad \arg W=\frac{\pi}{4}.
\]

The spins bound one eighth of the unit sphere, so their solid angle is \(4\pi/8=\pi/2\). The phase is half of it. Exchanging \(\mathbf n_2\) and \(\mathbf n_3\) complex-conjugates \(W\), so the solid angle must carry a sign. Let \(\Omega\) be the area of the triangle bounded by the shorter great-circle arcs, positive when \(\mathbf n_1\cdot(\mathbf n_2\times\mathbf n_3)>0\).

## Any noncoplanar triangle

Rotating all three spins together acts on the spinors with one common unitary matrix. Neither \(W\) nor \(\Omega\) changes, so \(\mathbf n_1\) may be placed at the north pole. For the other directions use

\[
u(\theta,\phi)=\begin{pmatrix}\cos(\theta/2)\\ e^{i\phi}\sin(\theta/2)\end{pmatrix}.
\]

With \(\chi_1=(1,0)^T\), the overlaps \(\langle\chi_1|u_2\rangle=\cos(\theta_2/2)\) and \(\langle u_3|\chi_1\rangle=\cos(\theta_3/2)\) are positive. Hence \(\arg W=\arg\langle u_2|u_3\rangle\).

**A spinor carried along the arc.** Let \(\theta_{23}\) be the angle between \(\mathbf n_2\) and \(\mathbf n_3\), and let \(\mathbf m=\mathbf n_2\times\mathbf n_3/|\mathbf n_2\times\mathbf n_3|\). Rotate \(u_2\) about \(\mathbf m\):

\[
\chi(s)=e^{-is\,\mathbf m\cdot\boldsymbol\sigma/2}u_2
=\left[\cos\frac s2-i\sin\frac s2\,\mathbf m\cdot\boldsymbol\sigma\right]u_2 .
\]

Its spin direction \(\mathbf n(s)\) follows the great circle from \(\mathbf n_2\) and reaches \(\mathbf n_3\) at \(s=\theta_{23}\). Since \(\langle\chi|\boldsymbol\sigma|\chi\rangle=\mathbf n(s)\) and \(\mathbf m\) is perpendicular to the whole arc,

\[
\langle\chi|\chi'\rangle=-\frac i2\,\mathbf m\cdot\mathbf n(s)=0,
\]
\[
\langle u_2|\chi(s)\rangle=\cos\frac s2-i\sin\frac s2\,\mathbf m\cdot\mathbf n_2=\cos\frac s2>0 .
\]

**Its phase relative to \(u\).** Both \(\chi(s)\) and \(u(\theta(s),\phi(s))\) are aligned with \(\mathbf n(s)\), so they differ by a phase: \(\chi=e^{-i\gamma}u\), with \(\gamma(0)=0\). Differentiating \(u\), the two terms in \(\theta'\) cancel and

\[
\langle u|u'\rangle=i\phi'\sin^2\frac\theta2 .
\]

The condition \(\langle\chi|\chi'\rangle=0\) then reads \(-i\gamma'+i\phi'\sin^2(\theta/2)=0\), so

\[
\gamma'=\frac12(1-\cos\theta)\,\phi' .
\]

At the end of the arc, \(u_3=e^{i\gamma}\chi(\theta_{23})\), which gives

\[
\langle u_2|u_3\rangle=e^{i\gamma}\cos\frac{\theta_{23}}2,\qquad
\gamma=\frac12\int_{\phi_2}^{\phi_3}(1-\cos\theta)\,d\phi .
\]

**The same integral is an area.** Two sides of the triangle are meridians through the pole; the third is the arc \(\theta(\phi)\). Along it \(\phi'=\hat z\cdot\mathbf m/\sin^2\theta\) keeps one sign, so each azimuth is crossed once. The signed area is

\[
\Omega=\int_{\phi_2}^{\phi_3}d\phi\int_0^{\theta(\phi)}\sin\vartheta\,d\vartheta
=\int_{\phi_2}^{\phi_3}(1-\cos\theta)\,d\phi=2\gamma .
\]

A multiple of \(2\pi\) could still hide between \(\gamma\) and the argument. Half a great circle that misses the poles sweeps an azimuth \(\pi\), and our arc is shorter, so \(|\phi_3-\phi_2|<\pi\). Also \(1-\cos\theta<2\). Therefore \(|\gamma|<\pi\), and \(\gamma\) is the principal argument:

\[
\boxed{\arg\left(\langle\chi_1|\chi_2\rangle\langle\chi_2|\chi_3\rangle\langle\chi_3|\chi_1\rangle\right)=\frac{\Omega}{2}},\qquad |\Omega|<2\pi .
\]

The result was tested on 300 random triangles with \(|\mathbf n_1\cdot(\mathbf n_2\times\mathbf n_3)|\ge0.2\). The solid angle came from integrating \(\mathbf r\cdot d\mathbf S/r^3\) over the flat triangle spanned by the three vectors. The largest difference between \(\arg W\) and \(\Omega/2\) was \(1.6\times10^{-14}\) rad, and 37 of the phases exceeded \(\pi/2\) in magnitude.

## A form without spinors, and two limits

With the projectors \(P_i=|\chi_i\rangle\langle\chi_i|=(1+\mathbf n_i\cdot\boldsymbol\sigma)/2\), the loop product is \(W=\mathrm{Tr}(P_1P_2P_3)\). Expand the product. The unit matrix has trace 2 and a single Pauli matrix has trace zero. From

\[
(\mathbf n_1\cdot\boldsymbol\sigma)(\mathbf n_2\cdot\boldsymbol\sigma)=\mathbf n_1\cdot\mathbf n_2+i(\mathbf n_1\times\mathbf n_2)\cdot\boldsymbol\sigma
\]

a pair has trace \(2\,\mathbf n_i\cdot\mathbf n_j\), and the triple term has trace \(2i\,\mathbf n_1\cdot(\mathbf n_2\times\mathbf n_3)\). Dividing by the \(2^3\) of the projectors,

\[
4W=1+\mathbf n_1\cdot\mathbf n_2+\mathbf n_2\cdot\mathbf n_3+\mathbf n_3\cdot\mathbf n_1+i\,\mathbf n_1\cdot(\mathbf n_2\times\mathbf n_3).
\]

The signs of both parts are needed to place \(\Omega/2\) in the right quadrant. Reversing all three spins changes the sign of the imaginary part alone, so an antialigned electron acquires the opposite phase.

**Nearly parallel spins.** The real part tends to 4. The triple product tends to twice the area of the small triangle on the sphere. The phase becomes \(2\Omega/4=\Omega/2\), as it should.

**Coplanar spins.** Rotate them into the \(xz\) plane and use real spinors \((\cos\frac\alpha2,\sin\frac\alpha2)^T\). Follow \(\alpha\) continuously along the three shorter arcs. Each overlap is the positive cosine of half an arc. If the path retraces itself, \(\alpha\) returns to its initial value and the phase is 0. If the arcs close a full circle, \(\alpha\) has grown by \(2\pi\), the spinor returns with a minus sign, and the phase is \(\pi\). For spins 120° apart, \(4W=1-\tfrac32\), so \(W=-\tfrac18\). The arcs then bound a hemisphere on either side, with \(\Omega=\pm2\pi\), and both signs give the same factor \(-1\).

## Back to the levels

For equal bonds, choose the gauge that shares the loop phase evenly: \(h_{12}=h_{23}=h_{31}=-tc\,e^{i\Omega/6}\). Amplitudes \(\psi_j\propto e^{2\pi ikj/3}\) give

\[
E_k=-tc\left[e^{i(\Omega/6+2\pi k/3)}+\text{c.c.}\right]
=-2tc\cos\left(\frac{\Omega}{6}+\frac{2\pi k}{3}\right).
\]

The umbrella has \(\Omega=1.7696\) sr. With \(c=0.6848\), \(k=0,2,1\) give \(-1.3105\,t\), \(0.3105\,t\) and \(1.0000\,t\). The false degeneracy is gone.

The round value \(1.0000\,t\) has a reason that holds for unequal bonds too. Since \(\langle\chi_i|\chi_i\rangle=1\) while \(h_{ii}=0\), the projected matrix is \(h=-t(G-1)\), with \(G_{ij}=\langle\chi_i|\chi_j\rangle\). Three spinors live in a two-dimensional space, so \(G\) has a zero eigenvalue, which gives the level \(+t\). The other eigenvalues of \(G\) are those of

\[
\sum_i|\chi_i\rangle\langle\chi_i|=\frac12\left(3+\mathbf M\cdot\boldsymbol\sigma\right),\qquad \mathbf M=\sum_i\mathbf n_i ,
\]

namely \((3\pm|\mathbf M|)/2\). The remaining levels are \(-t(1\pm|\mathbf M|)/2\). For the umbrella \(|\mathbf M|=3\cos(1.00)=1.621\), which again gives \(-1.3105\,t\) and \(0.3105\,t\).

## The phase read as magnetic flux

A real field multiplies the hop of charge \(-e\) from \(j\) to \(i\) by \(\exp[-(ie/\hbar)\int_j^i\mathbf A\cdot d\mathbf l]\). Number the sites counterclockwise. The product \(h_{12}h_{23}h_{31}\), read from the right, carries the electron \(1\to3\to2\to1\), which is clockwise. The line integral is therefore \(-\Phi\), and the phase is \(+e\Phi/\hbar\). Setting it equal to \(\Omega/2\) gives

\[
\Phi=\frac{\hbar\Omega}{2e}=\frac he\,\frac{\Omega}{4\pi},
\]

up to whole multiples of \(h/e\). The journey \(1\to2\to3\to1\) carries the conjugate phase \(-\Omega/2\). In both directions the factor \((-t)^3\) contributes a separate \(\pi\) for \(t>0\), which is present without any spin texture.

A texture that covers the sphere once has total solid angle \(4\pi\) and flux \(h/e\). An electron circling far outside it passes through parallel spins and acquires a phase \(2\pi\), which is no phase at all. The effect is felt on paths through the texture.

## What finite exchange does

Write \(V\) for the hopping, \(P\) for the aligned space and \(Q\) for the antialigned one. For energies near \(-\Delta/2\), the antialigned part of a state is \(-V_{QP}/\Delta\) times its aligned part, to leading order. Substituting it back gives

\[
h^{\rm eff}=V_{PP}-\frac{V_{PQ}V_{QP}}{\Delta}+O(t^3/\Delta^2).
\]

On the bond \(ij\) the virtual visit must be to the third site \(k\). Completeness, \(|\bar\chi_k\rangle\langle\bar\chi_k|=1-|\chi_k\rangle\langle\chi_k|\), gives

\[
h^{\rm eff}_{ij}=-t\langle\chi_i|\chi_j\rangle
\left[1+\frac t\Delta\left(1-\frac{\langle\chi_i|\chi_k\rangle\langle\chi_k|\chi_j\rangle}{\langle\chi_i|\chi_j\rangle}\right)\right].
\]

Let \(c_{ij}=|\langle\chi_i|\chi_j\rangle|\). For the bonds 12, 23 and 31, multiply the numerator and denominator of the fraction by \(\langle\chi_j|\chi_i\rangle\). The numerator becomes \(W^*\), so the fraction equals \((c_{ik}c_{kj}/c_{ij})e^{-i\Omega/2}\). The imaginary part of the bracket is the bond's phase shift to first order. Adding the three bonds,

\[
\delta=\frac t\Delta\,\sin\frac\Omega2\sum_{\rm bonds}\frac{c_{ik}c_{kj}}{c_{ij}} .
\]

For nearly parallel spins each ratio tends to 1, so \(\delta/(\Omega/2)\to3t/\Delta\). On an isolated triangle the absolute shift vanishes with \(\Omega\), but the relative shift does not. A film is different. There each bond has a common neighbour on both sides, and the two virtual visits enclose solid angles of opposite sign. In a gentle texture these are nearly equal in size, so the shifts nearly cancel. The formula also requires that no \(c_{ij}\) be too small.

## Three iron sites in a skyrmion wall

The example is in the regime of a Pd/Fe bilayer on Ir(111), where single skyrmions a few nanometres across can be written and deleted at low temperature. All material values here are rough. The site spacing is 0.27 nm, \(t=0.3\) eV and \(\Delta=2.5\) eV. The spins point radially outward in the plane and turn from up at the centre to down outside, with polar angle

\[
\theta(r)=2\arctan\frac{\sinh(r/w)}{\sinh(R/w)},\qquad R=1.5\ \text{nm},\quad w=0.7\ \text{nm}.
\]

Three neighbouring sites near \(r=R\), numbered counterclockwise, have these spins:

- site 1 at (1.350, 0) nm: (0.9759, 0, 0.2182)
- site 2 at (1.620, 0) nm: (0.9848, 0, −0.1737)
- site 3 at (1.485, 0.234) nm: (0.9878, 0.1555, −0.0048)

Neighbouring spins differ by 13° to 23°, and the overlaps are 0.981, 0.993 and 0.991. Their sizes differ from 1 by at most 2 %. The loop product is

\[
4W=1+0.92316+0.97364+0.96296+0.05979\,i=3.85976+0.05979\,i ,
\]

so \(\arg W=\arctan(0.05979/3.85976)=0.01549\) rad, or 0.89°. Surface integration gives \(\Omega=0.03098\) sr, twice the phase.

With \(h/e=4135.67\) T nm², the equivalent flux is

\[
\Phi=4135.67\times\frac{0.03098}{4\pi}=10.2\ \text{T nm}^2 .
\]

Over the triangle's 0.03157 nm² this is a field of 323 T. A phase below one degree corresponds to a huge field because the area is so small. This field describes the orbital phase of an aligned electron; it is not a magnetic field that a magnetometer would read.

Adding the solid angles of all elementary triangles of the lattice patch and dividing by \(4\pi\) gives 1.000000. The skyrmion carries one \(h/e\). If its size grows tenfold at the same shape, the flux stays fixed and the equivalent field falls about a hundredfold.

## How far the real case moves the number

**Finite exchange** changes the phase strongly if the three sites are cut out of the film. For that isolated triangle the first-order formula raises the phase by 36 %. The full six-state model, with its three lowest states mapped symmetrically onto the aligned ones, gives 0.0240 rad, a rise of 55 %. The difference comes from higher orders, so at \(t/\Delta=0.12\) the first-order estimate gives the direction and rough size of the change, not its value. Neither percentage should be carried over to the film, where visits to the two sides of each bond nearly cancel at first order. The film has a limit of its own: a single-orbital band on the triangular lattice is \(9t=2.7\) eV wide, more than \(\Delta\), so the aligned and antialigned bands overlap in energy. In the strong-exchange limit the projection is sound: for the 300 random triangles at \(\Delta=10^6t\), the six-state phase differed from \(\Omega/2\) by at most \(4.3\times10^{-6}\) rad.

**Spin-orbit coupling** turns the spin during a hop. Take the Rashba form \(\exp[-i\eta\,\boldsymbol\sigma\cdot(\hat z\times\hat d)]\), with \(\hat d\) the hop direction and an assumed \(\eta=0.05\). In the projected model the phase becomes 0.0115 rad, or 0.0193 rad for the opposite sign of \(\eta\). The changes are −26 % and +25 %. The loop phase is then no longer a property of the three spin directions alone.

**The applied field**, taken as 1.5 T, adds a loop phase of magnitude \(7.2\times10^{-5}\) rad, 0.46 % of the texture's phase. Its sign follows the field direction.

**Temperature** matters differently. At 8 K, \(kT=0.69\) meV. Let each spin tilt as an independent classical vector in the mean field of six neighbours, with 6 meV of exchange per bond. The rms tilt is 11°. The mean phase, \(0.01550\pm0.00004\) rad (sampling error), agrees with that of the static spins, but its standard deviation is 0.0225 rad, larger than the mean. In this model a snapshot of one triangle can even have the opposite sign. But the classical model greatly overstates how far heat tilts neighbouring spins apart at 8 K. For an iron spin of about 3/2, tilting one spin against its neighbours takes a quantum of about \(36/1.5=24\) meV, far above \(kT\), so such independent tilts are frozen out. Heat excites mainly long spin waves, in which neighbouring spins tilt almost together and the loop phase changes much less. The spread of 0.0225 rad is therefore a property of the classical model, not a value to expect in the film. This does not make the spins sharp vectors. A spin of 3/2 has a quantum spread of direction even at zero temperature. With three such spins pointing along the directions above, the triple product keeps its mean of 0.060 but has a standard deviation of about 0.30, which is roughly 0.08 rad in phase. The fixed vectors \(\mathbf n_i\) stand for mean directions.

The isolated single-orbital triangle also leaves out the several iron d bands, the substrate and scattering. Its 323 T is the strong-exchange value for one triangle in this model, to be read with the corrections above, and it does not predict a Hall voltage. The geometric result itself needs a spin that follows the local direction, hopping that leaves the spin unturned, and no antiparallel pair on the loop. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
random triangles tested: 300, with |phase| > pi/2: 37
largest |loop phase - Omega/2|: 1.6e-14 rad
largest difference, six-state model at split = 1e6 t: 4.3e-06 rad
umbrella: cone angle 1.00 rad, Omega 1.7696 sr
umbrella levels, six-state model (units of t): [-1.3105  0.3105  1.    ]
umbrella levels, flux formula (units of t): [-1.3105  0.3105  1.    ]
site spacing: 0.27 nm; skyrmion radius: 1.5 nm; wall parameter: 0.7 nm
hopping t: 0.3 eV; exchange splitting: 2.5 eV
site 1: position [1.35 0.  ] nm, spin [0.9759  0.      0.21821]
site 2: position [1.62 0.  ] nm, spin [ 0.9848   0.      -0.17369]
site 3: position [1.485  0.2338] nm, spin [ 0.98782  0.15554 -0.00484]
bond 1-2: dot product 0.92316, angle 22.61 deg, overlap 0.98060
bond 2-3: dot product 0.97364, angle 13.18 deg, overlap 0.99339
bond 3-1: dot product 0.96296, angle 15.64 deg, overlap 0.99070
triple product n1.(n2 x n3): 0.059791
4W: real part 3.85976, imaginary part 0.059791
solid angle Omega by quadrature: 0.030979 sr
loop phase: 0.015490 rad = 0.8875 deg
triangle area: 0.03157 nm^2
flux quantum h/e: 4135.67 T nm^2
equivalent flux: 10.195 T nm^2; equivalent field: 323.0 T
whole skyrmion: Omega/(4 pi) = 1.000000
phase at finite splitting, six-state model: 0.024040 rad
relative change, six-state model: 55.2 %
relative change, first order: 35.6 %
3 t/split: 36.0 %
Rashba angle eta: 0.05 rad per hop
phase with +eta: 0.011504 rad; with -eta: 0.019319 rad
relative changes: -25.7 % and 24.7 %
applied field: 1.5 T; its loop phase: 7.19e-05 rad
applied field / equivalent field: 0.46 %
temperature: 8.0 K; kT: 0.689 meV; exchange per bond: 6.0 meV
rms thermal tilt: 11.3 deg
thermal mean phase: 0.01550 rad, sampling error 0.00004 rad
thermal standard deviation of phase: 0.0225 rad
```
